# Finding the Fermi Level in a Gap with Methfessel-Paxton and Cold Smearing, part 2

With Methfessel-Paxton (MP, mp1) or cold smearing, an insulator's Fermi level $\mu$ can be pinned near a band edge although the electron count is met. The dos Santos-Marzari protocol avoids this in the chain below. Energies are in eV.

Levels $\varepsilon_i$ have weights $w_i$ (spin included), $\sigma$ is the width, $x_i=(\mu-\varepsilon_i)/\sigma$, and
$$N(\mu)=\sum_i w_i f(x_i),\qquad R(\mu)=N(\mu)-N_e,\qquad f(x)=\int_{-\infty}^x\delta(t)\,dt .$$
$$\delta_{G}=\frac{e^{-x^2}}{\sqrt\pi},\qquad \delta_{MP}=\Big(\frac32-x^2\Big)\frac{e^{-x^2}}{\sqrt\pi},\qquad \delta_{C}=(1-\sqrt2\,y)\frac{e^{-y^2}}{\sqrt\pi},\quad y=x-\frac1{\sqrt2}.$$
Primes mean $d/d\mu$ on $R$ and $F$, $d/dx$ on $\delta$ (d1); dots mean $d/du$, with $u$ a displacement; $g=f-1$. Band edges $\varepsilon_v,\varepsilon_c$ have weights $w_v,w_c$; whole bands have $W_v,W_c$. Integer filling is $N_e=W_v$. $G=(\varepsilon_c-\varepsilon_v)/\sigma$, $L=\ln(w_v/w_c)$, and $s$ is $\mu$ measured from midgap in units of $\sigma$.

**MP.** $f=1$ at $x_1=0.8419$; $g_{\max}=0.0355$. For $G\ge\sqrt6$, $R$ has at least three roots if
$$w_v\,g_{\max}>W_c\,g\big(G-\sqrt{3/2}\big)$$
and likewise with bands exchanged. The physical root, a downward crossing, is alone in the window $|s|<G/2-\sqrt{3/2}$.

**Cold.** $f=1$ at $x_0=0.9211$. The physical solution is a positive minimum of $R$, in the window $\varepsilon_v+1.8512\sigma<\mu<\varepsilon_c+0.2701\sigma$. There $|R|\le\epsilon$ bounds occupation errors by $\epsilon/w_i$. Newton steps grow as $\sqrt2G$.

For two edge levels at large $G$:
$$s_G=\frac{L}{2G}\Big(1-\frac2{G^2}\Big)+O(G^{-5}),$$
$$s_{MP}=\frac{L}{2G}\Big(1+\frac2{G^2}\Big)+O(G^{-5}),$$
$$s_C=\frac1{\sqrt2}+\frac L{2G}-\frac{\sqrt2}{G^2}+O(G^{-3}),$$
$$R_{\min}=\sqrt{2w_vw_c/\pi}\;e^{-G^2/4}\,\big(1+O(G^{-2})\big).$$

**Protocol.** Bisect the Gaussian $R$; accept if $|R|\le\epsilon$ for the target kernel. Otherwise minimize $F=\frac12R^2$ by $\mu\leftarrow\mu-F'/|F''|$, capped at $|\Delta\mu|\le\sigma$. Accept if $|R|<10^{-2}$; otherwise bisect the target kernel. Plain bisection can stop at the physical solution only on the plateau $|R|\le\epsilon$, of width roughly $\varepsilon_c-\varepsilon_v-2\sigma\sqrt{\ln(w/\epsilon)}$.

**Response.** The Hellmann-Feynman force is $-\sum wf\dot\varepsilon$. With $\Phi'=f$, $\Phi(-\infty)=0$, the free energy $A=-\sigma\sum w\,\Phi(x)+\mu N_e$ obeys $\dot A=\sum wf\dot\varepsilon-R\,\dot\mu$, and
$$\dot\mu_{\rm root}=\frac{\sum w\,\delta\,\dot\varepsilon}{\sum w\,\delta},\qquad \dot\mu_{\min}=\frac{\sum w\,\delta'\,\dot\varepsilon}{\sum w\,\delta'} .$$

## Worked example: a dimerized chain

The cell has two sites, alternating hoppings $t_{1,2}=t_0\pm\alpha u$ and a hopping $t_3$ to the same sublattice, with round parameters $t_0=2$ eV, $\alpha=50$ eV/nm, $u=0.005$ nm, $t_3=0.5$ eV, so $t_1=2.25$ eV and $t_2=1.75$ eV. The Bloch matrix has diagonal $-2t_3\cos k$ and off-diagonal modulus $|h|$, with $|h|^2=t_1^2+t_2^2+2t_1t_2\cos k$, so $\varepsilon_\pm=-2t_3\cos k\pm|h|$. Using $\dot t_1=\alpha=-\dot t_2$ gives $2|h|\,\frac{d|h|}{du}=2\alpha(t_1-t_2)-2\alpha(t_1-t_2)\cos k$, hence $\dot\varepsilon_\pm=\pm\alpha(t_1-t_2)(1-\cos k)/|h|$. At $k=\pi$ the edges are $1\mp0.5$, or $\varepsilon_v=0.5$ and $\varepsilon_c=1.5$ eV, with slopes $\mp2\alpha=\mp100$ eV/nm. There are two electrons per cell and 48 $k$ points, so $w=2/48=0.04167$ and $W_v=W_c=2$. With $\sigma=0.15$ eV, $G=6.667$. The electronic force per cell with integer occupations is $39.647$ eV/nm, or $6.352$ nN; force errors are differences of the Hellmann-Feynman force from this value.

The three-root condition, the same for both edges, reads $1.477\times10^{-3}>4.08\times10^{-13}$. The windows are $0.684$ to $1.316$ eV (MP) and $0.778$ to $1.541$ eV (cold). The Gaussian root, $0.9992$ eV, lies in both. There $R=-1.1\times10^{-8}$ for MP and $1.5\times10^{-5}$ for cold. Full convergence took 3 steps for MP and 12 for cold, where $\sqrt2G=9.4$. A scan finds three MP roots and one cold root. The values below belong to the 48-point mesh; from 96 points on the MP roots lie at $0.5943$, $0.9984$ and $1.4070$ eV, the cold minimum at $1.0996$ eV, and $\dot\mu$ at the middle MP root is $0.05$ eV/nm.

| solution | $\mu$ (eV) | largest occupation error | force error (eV/nm) | $\dot\mu$ (eV/nm) |
|---|---|---|---|---|
| MP low | 0.5933 | $7.05\times10^{-2}$ | $-3.8\times10^{-2}$ | $-99.1$ |
| MP protocol | 0.9990 | $1.3\times10^{-5}$ | $1.2\times10^{-4}$ | $0.075$ |
| MP high | 1.4072 | $7.2\times10^{-2}$ | $-5.6\times10^{-2}$ | $99.4$ |
| cold root | 0.5947 | $1.5\times10^{-1}$ | $-1.0\times10^{-1}$ | $-98.5$ |
| cold protocol | 1.1001 | $6.2\times10^{-6}$ | $1.4\times10^{-6}$ | $2.13$ |

The low MP root sits $(0.5933-0.5)/0.15=0.62\,\sigma$ above the edge, inside the gap. It lies below $x_1$ because at $x_1$ the top level is exactly full while deeper ones overshoot, and their excess outweighs the conduction tail.

The force errors at the spurious roots are modest: $0.0384/39.647\approx0.1\%$ of the insulator force for the low MP root and $0.101/39.647\approx0.25\%$ for the cold root ($-0.0162$ nN). A cancellation lowers them: the top level alone would contribute $-0.04167\times0.0705\times100\approx-0.29$ eV/nm at the low MP root. Near the valence edge the conduction terms are negligible and $\sum_vwg\approx0$, so the error $-\sum_vwg\,\dot\varepsilon$ is unchanged when a constant is subtracted from $\dot\varepsilon$; it measures the spread of slopes near the edge, not their size. The low-root error is still $0.0384/1.187\times10^{-4}\approx320$ times that of the physical root. The shift $\dot\mu$ enjoys no such cancellation: at an edge root it is an average over essentially one band, with weights $\delta(x_i)$ of both signs, and in this chain it follows that edge, near $\mp100$ eV/nm.

At the MP physical root the valence edge has an excess and the conduction edge a deficit, and with opposite slopes their force errors add. Taking both edge errors as $1.34\times10^{-5}$ gives $2\times0.04167\times1.34\times10^{-5}\times100=1.1\times10^{-4}$ eV/nm, most of the computed $1.19\times10^{-4}$. At the cold minimum both edges have an excess, equal at leading order, so the contributions nearly cancel. The term $R\dot\mu=5.37\times10^{-7}\times2.127=1.1\times10^{-6}$ eV/nm is then of the same size as the force error.

The two-level formulas with $L=0$ describe the cold minimum to about ten percent. They give $s_C=0.7071-1.4142/44.44=0.675$ against $(1.1001-1)/0.15=0.667$, and $R_{\min}=0.798\times0.04167\times e^{-11.11}=5.0\times10^{-7}$ against $5.37\times10^{-7}$; the neglected levels add positive terms, which has the right sign. This agreement of $R_{\min}$ needs a mesh coarse enough to isolate the edge levels: with 96 and 480 $k$ points $w$ shrinks while $R_{\min}$ barely changes, and it exceeds the formula by factors of 2.0 and 10. Midgap does not move, so $\dot\mu=\sigma\dot G\,ds_C/dG$ with $\sigma\dot G=200$ eV/nm, and at leading order $\dot\mu=200\times2\sqrt2/G^3=1.9$ eV/nm against $2.13$.

The numerical check compares the formulas for $\dot A$ and $\dot\mu$ with finite differences at all five solutions, and at $\sigma=0.2$ eV, where $R\dot\mu=4.3\times10^{-4}$ eV/nm lies well above the tolerance.

Bisection with no residual tolerance, from 100 random brackets, ended 51 times at the low MP root, 49 times at the high one and never at the middle one. With $\epsilon=10^{-10}$, $\sqrt{\ln(0.04167/10^{-10})}=4.46$, so the plateau estimate is negative at $\sigma=0.15$ eV and $1-2\times0.05\times4.46\approx0.55$ eV at $\sigma=0.05$ eV. At the smaller width bisection missed the plateau from 42 brackets for MP and 30 for cold. The protocol kept the occupation error at or below $2.2\times10^{-9}$ from all of them, within the cold bound $\epsilon/w=2.4\times10^{-9}$.

## Away from the clean gap

Adding $\Delta n$ electrons lowers $R$ by $\Delta n$. For cold smearing, if $\Delta n$ exceeds $R_{\min}$ but not the height of the overshoot near the valence edge, the signs run $-,+,-,+$ and there are at least three true roots. At $\Delta n=10^{-3}$ the chain has them at $0.5987$, $0.8504$ and $1.3268$ eV. The former minimum now has $R<0$ and $R''>0$, so it is a maximum of $F$ and repels the iteration. The Gaussian start, $1.2727$ eV, lies to its right, and 7 steps lead to the uppermost root, where the conduction band holds $1.0000\times10^{-3}$ electrons. This success does not extend to every light doping. With $10^{-3}$ electrons removed, the cold minimum keeps $R>0$ and remains a minimum of $F$: the search ends at $1.1001$ eV with $R=10^{-3}$, passes the acceptance test and returns the undoped occupations. This outcome depends on the step cap: without it the iteration ends at the root near the valence edge, $0.5909$ eV. With $10^{-3}$ electrons added, MP ends at a true root, $0.7615$ eV, where the overshoot of the valence band holds the extra charge and the conduction band is essentially empty. At $\Delta n=0.2$, a metal, both kernels reach an ordinary root in 4 steps.

For large $\sigma$ the cold minimum disappears. In a scan with steps of $0.01$ eV, $R'$ first stays positive across the gap at $\sigma=0.43$ eV, $G=2.33$. The protocol loses the minimum earlier: at $\sigma=0.36$ and $0.39$ eV the minimum still exists, but $R_{\min}$ exceeds the acceptance level $10^{-2}$ and the fallback bisection returns the root at $0.720$ and $0.737$ eV. At $0.48$ eV the protocol returns the single root, $0.7856$ eV. The smearing then spans the gap, and integer occupations are not to be expected at any $\mu$.

## Choosing the setting

- If an undoped system may be gapped and the kernel is MP or cold, the Gaussian start with minimization is the search to select. Where the midgap solution is a downward crossing or a positive minimum of $R$, bisection on the target kernel can stop there only through its tolerance. The protocol is no guarantee when the gap is only a few $\sigma$: with cold smearing the Gaussian start may then lie where $R$ and $R'$ are both positive, and the downhill step leads toward the valence edge. This happens for two equal levels at $G=2.8$ and $2.9$, and at larger $G$ when the conduction edge is much heavier. The minimum is also rejected once $R_{\min}$ exceeds $10^{-2}$. Check the occupations in that case, or reduce $\sigma$.
- The diagnostic is the largest deviation of the occupations from 0 and 1, or a Fermi level within about $\sigma$ of an edge. A vanishing $R$ proves nothing, since the spurious roots satisfy it.
- With cold smearing at full convergence, a wide gap and comparable edge weights, a Fermi level about $\sigma/\sqrt2$ above midgap and a small positive $R$ are the correct outcome; unequal weights shift the level further by about $\sigma L/(2G)$. A finite tolerance can stop the search earlier, nearer midgap. Setting $R_{\min}\le\epsilon$ in the leading formula with equal edge weights $w$ gives $G\gtrsim2\sqrt{\ln(0.8\,w/\epsilon)}$ as the gap, in units of $\sigma$, above which the charge error is below the tolerance, provided the edge levels are isolated. On a dense mesh many levels contribute and the weight of one $k$ point underestimates the error: in the chain with $\epsilon=10^{-10}$ and $G$ from this rule, $R_{\min}/\epsilon$ is $1.0$ for 48 points, $8$ for 480 and $42$ for 2400.
- The acceptance level $10^{-2}$ admits any minimum of $F$ with a smaller residual, so the final $R$ should be inspected, and compared with $\Delta n$ when the doping is below that level. With light doping, check also which band holds the added charge, since an MP root can satisfy $R=0$ with the charge in the wrong band.
- A response calculation at the cold minimum must not divide by $\sum w\delta$. It needs $\dot\mu_{\min}$, or fixed integer occupations, which differ from the smeared ones by terms of order $e^{-G^2/4}$.

## Computed values

```
mp1: f=1 at x1 = 0.8419, max overshoot = 0.0355
cold: f=1 at x0 = 0.9211, max overshoot = 0.0833
cold: d1=0 at x = 0.2701, 1.8512
equal levels mp1: roots 1 at G=2.4, 3 at G=2.5; sqrt6 = 2.4495
weights 3:1, G=12: s exact gauss 0.045165 mp1 0.046457 cold 0.743528
  asymptotic gauss 0.045140 mp1 0.046411 cold 0.743061
  Rmin/asymptote 0.9926, cold Newton steps 20, sqrt2*G 17.0
weights 3:1, G=24: s exact gauss 0.022809 mp1 0.022969 cold 0.727608
  asymptotic gauss 0.022808 mp1 0.022967 cold 0.727539
  Rmin/asymptote 0.9980, cold Newton steps 37, sqrt2*G 33.9
chain: t0 2.0 eV, alpha 50.0 eV/nm, u 0.005 nm, t3 0.5 eV, nk 48, w 0.04167
sigma 0.15 eV, ev 0.5000 eV, ec 1.5000 eV, G 6.6667
insulator force 39.647009 eV/nm = 6.352151 nN
three-root condition: w*gmax 1.477e-03 > W*g 4.084e-13
windows: mp1 0.6837..1.3163 eV, cold 0.7777..1.5405 eV
Gaussian root 0.999203 eV, offset from midgap -0.0053 sigma
R at start: mp1 -1.103e-08, cold 1.464e-05
protocol mp1 0.998989 eV in 3 steps; cold 1.100113 eV in 12 steps
mp1 low: mu 0.593264 eV, R 2.45e-16, dN/dmu 1.397e-01 1/eV, max occ error 7.05e-02
  force error -3.839e-02 eV/nm = -6.150e-03 nN, dmu/du -99.0616 eV/nm
mp1 mid: mu 0.998989 eV, R -1.06e-22, dN/dmu -5.132e-05 1/eV, max occ error 1.34e-05
  force error 1.187e-04 eV/nm = 1.901e-05 nN, dmu/du 0.0754 eV/nm
mp1 high: mu 1.407173 eV, R -3.51e-18, dN/dmu 1.628e-01 1/eV, max occ error 7.17e-02
  force error -5.578e-02 eV/nm = -8.937e-03 nN, dmu/du 99.3898 eV/nm
cold root: mu 0.594711 eV, R -1.56e-17, dN/dmu 2.573e-01 1/eV, max occ error 1.46e-01
  force error -1.010e-01 eV/nm = -1.618e-02 nN, dmu/du -98.4772 eV/nm
cold min: mu 1.100113 eV, R 5.37e-07, dN/dmu -2.541e-20 1/eV, max occ error 6.16e-06
  force error 1.405e-06 eV/nm = 2.251e-07 nN, dmu/du 2.1272 eV/nm
sigma 0.2 eV cold min 1.126729 eV: R 8.472e-05, dmu/du 5.1186, R*dmu/du 4.336e-04 eV/nm
mp1 bisection, 100 brackets: low 51, mid 0, high 49
sigma 0.05 eV, tol 1e-10, mp1: bisection at edge 42/100; protocol occ error <= 2.2e-09
sigma 0.05 eV, tol 1e-10, cold: bisection at edge 30/100; protocol occ error <= 2.2e-09
doping 1e-3, cold roots 0.598723, 0.850359, 1.326818 eV
  start 1.272740 eV, protocol 1.326818 eV, 7 steps, n_cond 1.0000e-03
doping 0.2, mp1: mu 1.747056 eV in 4 steps
doping 0.2, cold: mu 1.746163 eV in 4 steps
cold minimum gone at sigma 0.43 eV (0.01 eV scan), G 2.33
sigma 0.48 eV: protocol returns root 0.785587 eV
```
